Linewidth of a laser with flicker frequency noise from the beta-separation line

**Problem**

A single-mode laser has a constant amplitude and a fluctuating optical frequency. The fluctuation δν(t) is Gaussian with zero mean, and its one-sided spectral density is pure flicker noise,

S(f) = k/f,

where f is the noise frequency and k has the unit Hz². One-sided means that the variance of δν is the integral of S over positive f. The laser is observed for a time T. Noise much slower than 1/T looks like a constant offset during the observation, so the model counts only f > 1/T.

(a) Estimate the full width at half maximum W of the optical line. (b) How does W change with T at fixed k? (c) How far is the estimate from the true width of this model? Take k = 10¹¹ Hz² and T = 10 ms, rough values for a distributed-feedback semiconductor laser near 1550 nm.

**First estimate by scaling**

The total variance ∫ S df diverges logarithmically at high f, so it cannot set the width. Fast noise must count for less: a frequency excursion that soon reverses builds up little phase. The boundary between slow and fast noise follows from a simpler case, flat noise S = h from zero up to f_c.

Since dφ/dt = 2πδν, the phase φ has the density (2π)²S/(2πf)² = S/f². The phase change over a delay τ has the extra factor |exp(i2πfτ) − 1|² = 4 sin²(πfτ). For a Gaussian phase change Δφ, the mean of exp(iΔφ) is exp(−⟨Δφ²⟩/2), so the normalized field correlation, with the optical carrier removed, is

R(τ) = exp[−2 ∫ S(f) sin²(πfτ)/f² df].

The line shape is the Fourier transform of R. Since R is a mean over many realizations of the noise, this is an averaged line. A single record of length T can give a somewhat different width, because the slowest noise counted passes through only a few cycles in it. Flat noise has two limits.

Fast noise, f_c ≫ h. The upper limit may be taken to infinity, where ∫₀^∞ sin²(πfτ)/f² df = π²|τ|/2. Then R = exp(−a|τ|) with a = π²h. Its transform, 2a/[a² + (2πν)²], falls to half its peak at 2πν = a, where ν is the offset from line centre. The full width is a/π = πh.

Slow noise, f_c ≪ h. Over the delays that matter, sin(πfτ) ≈ πfτ, so R = exp(−2π²hf_cτ²). This is the transform of a Gaussian line of variance hf_c, whose full width is √(8 ln2 · hf_c).

The two widths agree when π²h² = 8 ln2 · hf_c, or

h = (8 ln2/π²) f_c.

This relation, read as a line in the plane of S against f, is the beta-separation line. Its slope is the pure number 0.5618; equivalently, its height at f = 1 Hz is 0.5618 Hz, since Hz²/Hz = Hz. Noise above the line acts as slow wandering of the optical frequency. The estimate keeps its area A, drops the rest, and uses the Gaussian width √(8 ln2 · A). The boundary is not sharp: for flat noise that ends on the line, the numerical width is 0.860 of the value πh given there by both limiting formulas.

Flicker noise meets the line where k/f = (8 ln2/π²)f, that is, at

f_m = π √(k/(8 ln2)).

For f_mT > 1 the area is

A = ∫ from 1/T to f_m of (k/f) df = k ln(f_mT),

and the estimate is

W_β = √(8 ln2 · k · ln(f_mT)).

This answers (a) and, at the level of the estimate, (b). Multiplying T by r adds 8 ln2 · k · ln r to W_β². The width therefore grows as the square root of a logarithm and has no finite limit as T → ∞ in this model.

If f_mT is close to 1, the estimate tends to zero and loses its meaning. A measurement of duration T also has a spectral resolution of order 1/T, so its observed line does not shrink to zero.

For the example, f_m = 421.9 kHz, so f_mT = 4219 and ln(f_mT) = 8.347. The area is 8.347 × 10¹¹ Hz², and

W_β = √(5.545 × 8.347 × 10¹¹ Hz²) = 2.15 MHz.

In wavelength this is λ²W_β/c = 0.017 pm. The resolution scale 1/T = 100 Hz is negligible beside it.

At 10 s the estimate is 2.91 MHz: a thousandfold longer observation widens the line by a factor of 1.35. Doubling the estimate from its 10 ms value would require ln(f_mT) to grow fourfold. The time would have to increase by the factor exp(3 × 8.347) = 7.5 × 10¹⁰, to about 7.5 × 10⁸ s. For the true width of the model, found below, the factor is larger still, roughly 8 × 10¹¹.

**Exact solution of the cutoff model**

Put S = k/f into the correlation and write sin²(πfτ) = [1 − cos(2πfτ)]/2. For τ > 0, set y = 2πfτ and δ = 2πτ/T. Since df/f³ = (2πτ)² dy/y³,

−ln R = 4π²kτ² ∫ from δ to ∞ of (1 − cos y)/y³ dy.

Integrating by parts twice gives

∫ (1 − cos y)/y³ dy = (1 − cos δ)/(2δ²) + ½ ∫ sin y/y² dy,

∫ sin y/y² dy = sin δ/δ + ∫ cos y/y dy = sin δ/δ − Ci(δ),

where all integrals run from δ to ∞ and Ci is the cosine integral. Thus

−ln R = 2π²kτ² [(1 − cos δ)/δ² + sin δ/δ − Ci(δ)].

This correlation is exact for the cutoff model. Its Fourier transform, evaluated numerically, gives W = 2.28 MHz for the example.

At very long delays −ln R tends to kT²/2, because sin² averages to one half. A sharp carrier therefore survives with relative power exp(−kT²/2). Here the exponent is 5 × 10⁶, so the carrier is negligible.

An approximate formula for W shows how it differs from W_β. The line is formed at delays much shorter than T, where Ci(δ) ≈ γ + ln δ and γ is Euler's constant. The bracket becomes

½ + 1 − γ − ln δ = ln(T/(2πτ)) + 3/2 − γ.

If this were constant, the line would be Gaussian. It varies slowly with τ, so choose a reference delay τ₀ and define

L = ln(T/(2πτ₀)) + 3/2 − γ.

The bracket is then L − ln(τ/τ₀). With u = 2πτ√(kL) and u₀ = 2πτ₀√(kL), the prefactor 2π²kτ² equals u²/(2L), and for large L

R ≈ exp(−u²/2) [1 + (u²/(2L)) ln(u/u₀)].

Let x = ν/√(kL), so that 2πντ = xu. The leading term gives a line proportional to exp(−x²/2), which reaches half maximum at x_h = √(2 ln2). The correction changes the spectrum in proportion to

g(x) = ∫₀^∞ u² ln(u/u₀) exp(−u²/2) cos(xu) du.

The half-width is unchanged to first order in 1/L if g(x_h) = g(0)/2, since the spectrum at x_h then remains half its central value. To solve for u₀, let J(x) be the same integral with ln u in place of ln(u/u₀), and let M(x) be the integral without the logarithm. Then g = J − M ln u₀, and

ln u₀ = [J(x_h) − J(0)/2]/[M(x_h) − M(0)/2].

Here M(x) = √(π/2)(1 − x²)exp(−x²/2), so the denominator is −√(π/2) ln2 and does not vanish. Numerical integration of J gives ln u₀ = 0.7375.

Substituting τ₀ = u₀/(2π√(kL)) into the definition of L yields

W ≈ √(8 ln2 · kL),

L = ln(T√k) + ½ ln L + 0.185,

where 0.185 = 3/2 − γ − ln u₀. The equation is solved by iteration. For the example T√k = 3162, and

L = 8.059 + 1.118 + 0.185 = 9.36.

The refined width is again 2.28 MHz, in agreement with the numerical transform.

**Comparison of the two**

At fixed k, with all widths in MHz:

T = 1 ms: estimate 1.83, numerical 1.96
T = 10 ms: estimate 2.15, numerical 2.28
T = 100 ms: estimate 2.43, numerical 2.56
T = 1 s: estimate 2.68, numerical 2.80
T = 10 s: estimate 2.91, numerical 3.03

At 10 ms the estimate lies 5.6% below the numerical width. The logarithm in W_β can be written as ln(T√k) + 0.288, where 0.288 = ln(π/√(8 ln2)). It is smaller than L by ½ ln L − 0.103, which is 1.02 here. Since (ln L)/L tends to zero, the ratio W_β/W tends to 1, but slowly: it is 0.941 at T√k = 10³ and still 0.983 at T√k = 10²⁴.

The missing width comes mainly from the noise that the estimate discards. Removing all noise above f_m from the exact correlation lowers the numerical width from 2.28 to 2.15 MHz, nearly the value of W_β. Noise below f_m thus behaves almost as slow wandering, and everything above it adds about 6% to the width.

The growth law survives with a small correction. Differentiating the equation for L gives

dL/d(ln T) = 1/[1 − 1/(2L)],

which is slightly above 1 and approaches it as L grows. Between 10 ms and 10 s the numerical W² rises 1.042 times as much as 8 ln2 · k · ln 1000. The width itself grows by a factor of 1.33, against 1.35 for the estimate, because it starts from a larger value.

The sharp cutoff at 1/T is also a choice. A different measure of slow noise is the frequency variance after subtracting the mean over the window. Averaging over T multiplies the spectrum by [sin(πfT)/(πfT)]², so the remaining area up to f_m is

∫₀^{f_m} (k/f) {1 − [sin(πfT)/(πfT)]²} df.

Set x = πfT and start at a small ε. The first term gives ln(πf_mT) − ln ε. For f_mT ≫ 1, the integral of sin²x/x³ found above, with y = 2x, gives 3/2 − γ − ln(2ε). The difference, as ε → 0, is

ln(f_mT) + ln(2π) + γ − 3/2 = ln(f_mT) + 0.915.

The dependence on T keeps its form, while the estimate rises to 2.27 MHz. Its closeness to the numerical 2.28 MHz does not validate it: one shift comes from another definition of the window, the other from fast noise within the original definition. The two shifts add: with the weight 1 − [sin(πfT)/(πfT)]² in place of the sharp cutoff in the exact correlation, the numerical width is 2.39 MHz, and W_β = 2.15 MHz lies 10% below it.

**The real device**

The chosen k gives a linewidth of a few MHz, a plausible scale for an ordinary distributed-feedback laser; low-noise designs can be much narrower. The following device values are also rough. A white quantum-noise floor that alone would give a 0.10 MHz line raises the 10 ms width from 2.28 to 2.33 MHz. That floor is at the low end for such lasers; a floor of 1 MHz would give 2.88 MHz and reduce the growth between 10 ms and 10 s from a factor of 1.33 to 1.25. Driver noise of 100 pA/√Hz with a tuning of 1 GHz/mA, added without that floor, gives 2.30 MHz. This small effect depends on a quiet driver. At 1 nA/√Hz the density would be a hundred times larger, 10⁶ Hz²/Hz, and if white to about 5 MHz or beyond it would alone give a width of πh ≈ 3.1 MHz. Both driver cases assume that the tuning stays at 1 GHz/mA over that band. This tuning is largely thermal and falls at high frequency; with a one-pole roll-off at 100 kHz, the 1 nA/√Hz driver alone would give only 0.85 MHz. A relaxation-oscillation peak at 5 GHz, 1 GHz wide and ten times the floor, adds a phase variance of order 10⁻⁵ rad², too small to matter here.

Long observations first strain the assumption that slow noise is pure flicker. A temperature drift of 0.01 mK/s with a tuning of 10 GHz/K sweeps the laser at 0.10 MHz/s. The effect is invisible at 10 ms, but at 10 s it raises the width from 3.03 to 3.11 MHz. At T = 30 s the sweep equals W_β, and the square-root-of-logarithm law no longer describes this device. Random-walk frequency noise, S = q/f² with constant q, would also change the law: its area above the line is q(T − 1/f_x), where f_x is its own crossing frequency, so for f_xT ≫ 1 the estimated width grows as √T. Extrapolating a linewidth to longer times therefore requires S(f) to be known down to the new 1/T.

Table of computed values

```
flicker strength k = 1.0e+11 Hz^2
observation time T = 10 ms
wavelength = 1550 nm
slope of separation line 8 ln2/pi^2 = 0.5618 Hz
crossing frequency f_m = 421.9 kHz
f_m T = 4219, ln(f_m T) = 8.347
area above line: formula 8.3473e+11, masked 8.3473e+11 Hz^2
beta-line width = 2.151 MHz
same in wavelength = 0.0172 pm
numerical width of cutoff model = 2.278 MHz
refined: ln u0 = 0.7375, u0 = 2.091
refined: constant 3/2-gamma-ln u0 = 0.1853
refined: L = 9.363
refined width = 2.279 MHz
numerical width, noise above f_m removed = 2.146 MHz
T (s) | beta width | numerical width | refined width (MHz)
  0.001 | 1.831 | 1.956 | 1.957
  0.010 | 2.151 | 2.278 | 2.279
  0.100 | 2.430 | 2.555 | 2.556
  1.000 | 2.680 | 2.803 | 2.804
 10.000 | 2.908 | 3.029 | 3.030
width ratio 10 s / 10 ms: beta 1.352, numerical 1.330
numerical slope of W^2 in ln T over 8 ln2 k = 1.042
beta/numerical width at T sqrt(k) = 1e3, 1e6, 1e12, 1e24: 0.9407, 0.9582, 0.9727, 0.9831
flat noise, f_c = 50 h: width/(pi h) = 1.0000
flat noise, f_c = 0.01 h: width/Gaussian = 0.9994
flat noise on the line: width/(pi h) = 0.8604
simulation: largest error of R = 0.0009
window constant ln(2 pi)+gamma-3/2 = 0.9151
beta width with window constant = 2.266 MHz
white floor: Lorentzian width 0.10 MHz, density 3.183e+04 Hz^2/Hz
flicker meets white floor at 3142 kHz
numerical width with white floor = 2.334 MHz
driver noise 100 pA/sqrt(Hz), tuning 1 GHz/mA: density 1.0e+04 Hz^2/Hz
numerical width with driver noise = 2.295 MHz
thermal tuning 10 GHz/K, drift 0.010 mK/s: sweep 0.10 MHz/s
numerical width with drift, 10 ms = 2.278 MHz
numerical width with drift, 10 s = 3.109 MHz
drift displacement equals beta width at T = 30.1 s
relaxation peak: 5 GHz, band 1 GHz, 10 x floor
relaxation peak phase variance = 1.27e-05 rad^2
```
